# When and Why the Cavity Outweighs Concentration in Implicit-Electrolyte Capacitance

In an implicit-electrolyte model of a metal electrode, the solvent begins a short distance outside the metal. The thin gap left between them has a permittivity near one. Since lengths enter the inverse capacitance divided by their permittivity, one ångström of this gap counts as much as eighty ångström of a solvent with relative permittivity 80. The ionic screening layer must therefore be very thick before it matters as much as the gap, and for a gap of about one ångström it is that thick only in dilute solution near zero charge.

For the planar model solved below, the gap supplies more than half of the inverse capacitance exactly when

$$\varepsilon_b L-z_i>\frac{\lambda}{\sqrt{1+s^2}}. \tag{1}$$

Here $\varepsilon_b$ is the bulk relative permittivity, $L$ the effective gap length, $z_i$ the distance from the metal at which ions begin, $\lambda$ the Debye length, and $s$ the surface charge in a natural unit defined below. Provided that no solvent reaches the metal plane, the capacitance at fixed charge responds more strongly to a small relative change of the cavity parameter than to the same relative change of concentration when

$$\frac{2\varepsilon_b\ell}{\lambda}(1+s^2)^{3/2}>1, \tag{2}$$

where $\ell$ is the decay length of the metal's electron density. The two conditions are different, though their boundaries lie close together at zero charge in the example.

## The model

The electrode is a plane at $z=0$ with charge $\sigma$ per area, and the electrolyte fills the side $z>0$. Outside the metal the electron density decays as

$$n(z)=n_{\rm ref}\,e^{-z/\ell}.$$

The solvent appears where this density falls through a threshold $n_c$, the cavity parameter. The switch is smooth:

$$\varepsilon(z)=1+(\varepsilon_b-1)S(z),\qquad S=\tfrac12\,{\rm erfc}\!\left[\frac{\ln(n/n_c)}{\sqrt2\,\tau}\right].$$

The number $\tau$ sets its width. The switch is half complete where $n=n_c$, that is, at

$$z_c=\ell\ln\frac{n_{\rm ref}}{n_c},\qquad dz_c=-\ell\,d\ln n_c. \tag{3}$$

A larger threshold thus brings the solvent closer to the metal. Because $\ln(n/n_c)=-(z-z_c)/\ell$, the permittivity depends on position only through $z-z_c$. Changing $n_c$ moves the profile without deforming it.

The salt consists of monovalent cations and anions, each with bulk number density $\nu$, proportional to the concentration $c$. The ions are point charges obeying mean-field Boltzmann statistics. They are admitted only beyond $z_i=z_c+a$, with the offset $a$ large enough that $\varepsilon$ has practically reached $\varepsilon_b$ there. The metal's charge plane and electron tail stay fixed when $\sigma$ changes, and the dielectric is linear. The potential $\phi$ vanishes deep in the electrolyte, $V=\phi(0)$, and the differential capacitance per area is $C=d\sigma/dV$. In this symmetric model, zero charge corresponds to $V=0$.

## The three lengths in series

No ions lie between the metal and $z_i$, so Gauss's law keeps the displacement equal to $\sigma$ there:

$$-\varepsilon_0\varepsilon(z)\frac{d\phi}{dz}=\sigma .$$

Dividing by $\varepsilon_0\varepsilon$ and integrating from the metal to the ion plane gives

$$V=\frac{\sigma}{\varepsilon_0}\int_0^{z_i}\frac{dz}{\varepsilon(z)}+\phi_i,\qquad \phi_i=\phi(z_i). \tag{4}$$

It is useful to separate what the region would contribute if it were filled with bulk solvent from the excess due to its low permittivity:

$$\int_0^{z_i}\frac{dz}{\varepsilon}=L+\frac{z_i}{\varepsilon_b},\qquad L=\int_0^{z_i}\left(\frac1{\varepsilon}-\frac1{\varepsilon_b}\right)dz. \tag{5}$$

This defines the gap length $L$. The gap contribution is thus the part of $1/C$ that would disappear if the gap were filled with solvent.

Beyond $z_i$ the permittivity is constant and the Poisson-Boltzmann equation reads

$$\varepsilon_0\varepsilon_b\,\phi''=2e\nu\sinh\frac{e\phi}{kT}.$$

Multiply both sides by $\phi'$. The left side becomes the derivative of $\tfrac12\varepsilon_0\varepsilon_b\phi'^2$, and the right side the derivative of $2\nu kT\cosh(e\phi/kT)$. Since $\phi$ and $\phi'$ vanish far away,

$$\tfrac12\varepsilon_0\varepsilon_b\,\phi'^2=2\nu kT\left[\cosh\frac{e\phi}{kT}-1\right]=4\nu kT\sinh^2\frac{e\phi}{2kT}.$$

At the ion plane $-\varepsilon_0\varepsilon_b\phi'=\sigma$. Multiplying the last equation by $2\varepsilon_0\varepsilon_b$ and taking the root for which $\sigma$ and $\phi_i$ have the same sign gives

$$\sigma=\sigma_0\sinh\frac{e\phi_i}{2kT},\qquad \sigma_0=\sqrt{8\varepsilon_0\varepsilon_b\nu kT}. \tag{6}$$

The dimensionless charge is $s=\sigma/\sigma_0$. The diffuse-layer capacitance is the derivative

$$C_D=\frac{d\sigma}{d\phi_i}=\frac{e\sigma_0}{2kT}\cosh\frac{e\phi_i}{2kT}=\frac{e\sigma_0}{2kT}\sqrt{1+s^2}.$$

With the Debye length $\lambda=\sqrt{\varepsilon_0\varepsilon_bkT/(2\nu e^2)}$, the prefactor is

$$\frac{e\sigma_0}{2kT}=\sqrt{\frac{2\varepsilon_0\varepsilon_b\nu e^2}{kT}}=\frac{\varepsilon_0\varepsilon_b}{\lambda}.$$

Differentiating (4) with respect to $\sigma$ now gives $1/C$ as a sum of three terms:

$$\frac{\varepsilon_0}{C}=L+\frac{z_i}{\varepsilon_b}+\frac{\lambda}{\varepsilon_b\sqrt{1+s^2}}. \tag{7}$$

Every term is a length of vacuum with the same effect. The first belongs to the gap, the second to an ion-free slab of solvent, and the third to the diffuse layer. The gap's share of the total is $LC/\varepsilon_0$. It exceeds one half when $L$ is larger than the sum of the other two terms, and multiplying that inequality by $\varepsilon_b$ gives (1). If $\varepsilon_bL\le z_i$, the condition cannot be met at any concentration or charge, so dominance of the gap requires $\varepsilon_bL>z_i$; for a sharp vacuum gap of width $w$, where $\varepsilon_bL=(\varepsilon_b-1)w$, this means $\varepsilon_b>1+z_i/w$.

## Response to the cavity parameter

In the integral of (4), use $u=z-z_c$ as the variable and write $\hat\varepsilon(u)$ for the fixed switching profile:

$$\int_0^{z_c+a}\frac{dz}{\varepsilon(z)}=\int_{-z_c}^{a}\frac{du}{\hat\varepsilon(u)}.$$

Only the lower limit depends on $z_c$. The derivative is therefore $1/\hat\varepsilon(-z_c)=1/\varepsilon(0)$, which is practically one if no solvent reaches the metal plane. The diffuse term does not depend on $z_c$ at fixed $\sigma$. Consequently

$$\frac{\partial}{\partial z_c}\frac1C=\frac1{\varepsilon_0},\qquad \frac{\partial\ln C}{\partial z_c}=-\frac{C}{\varepsilon_0}.$$

Moving the whole solvent and ion profile outward simply inserts a layer of vacuum at the metal. Equation (3) converts this into a response to the threshold:

$$\frac{\partial\ln C}{\partial\ln n_c}=\frac{\ell C}{\varepsilon_0}. \tag{8}$$

The sign is positive because a higher threshold narrows the gap. For a given gap, the response is largest when the ions screen well, because the capacitance is then largest. Good screening removes the diffuse layer from the series and leaves the gap in control.

For a finite change the inverse capacitance is the convenient quantity. Replacing $n_c$ by $n_c/2$ adds $\ell\ln2$ to $\varepsilon_0/C$, and replacing it by $2n_c$ subtracts the same length, as long as $\varepsilon(0)$ remains close to one. The capacitance itself therefore rises by more than it falls.

## Response to concentration

Concentration enters (7) only through the diffuse term. At fixed charge, a relative change of $C_D$ is passed on to $C$ in proportion to the diffuse layer's share of $1/C$:

$$d\ln C=\frac{C}{C_D}\,d\ln C_D .$$

To differentiate $C_D$, write it as

$$C_D=\frac{e}{2kT}\sqrt{\sigma_0^2+\sigma^2}.$$

Since $\sigma_0^2$ is proportional to $c$, its derivative with respect to $\ln c$ is $\sigma_0^2$ itself. Hence

$$\frac{\partial\ln C_D}{\partial\ln c}=\frac12\,\frac{\sigma_0^2}{\sigma_0^2+\sigma^2}=\frac{1}{2(1+s^2)},$$

and therefore

$$\left.\frac{\partial\ln C}{\partial\ln c}\right|_\sigma=\frac{1}{2(1+s^2)}\,\frac{C}{C_D}. \tag{9}$$

Three factors weaken the effect of concentration. The one half comes from the square root in the Debye length. The factor $C/C_D$ is the diffuse layer's share, which is small when the gap dominates. The factor $1/(1+s^2)$ expresses the effect of charging. For $s\gg1$, $C_D$ tends to $e|\sigma|/(2kT)$, which contains no concentration, because the electrode charge now sets how closely its counter-ions are held.

Dividing (8) by (9) gives

$$\frac{\partial\ln C/\partial\ln n_c}{\partial\ln C/\partial\ln c}=\frac{2\ell C_D}{\varepsilon_0}(1+s^2)=\frac{2\varepsilon_b\ell}{\lambda}(1+s^2)^{3/2}.$$

This is condition (2). The gap length has cancelled. A wider gap lowers $C$ and so reduces both responses by the same factor. What the comparison retains is $\ell$, which says how far the cavity edge moves for a given relative change of $n_c$.

## Numbers for a model electrode

Take round parameters: $\varepsilon_b=80$, $T=298.15$ K, $\ell=0.45$ Å, $\tau=0.6$, $z_c=1.6$ Å and $a=1.5$ Å. The ions then begin at $z_i=3.10$ Å. Numerical quadrature of (5) gives $L=1.001$ Å.

The gap is shorter than $z_c$ because the integrand is $1/\varepsilon$, not $1-S$. When the solvent switch is only $1/79$ complete, the permittivity is already 2 and the field has been halved. This happens at 0.996 Å, close to the value of $L$. For a large $\varepsilon_b$, the solvent's faint inner edge therefore sets the electrical width of the gap: at $\varepsilon_b=80$ the two lengths stay within 0.02 Å for $\tau$ between 0.3 and 0.9, while $L$ itself falls from 1.29 to 0.71 Å. At $\varepsilon_b=5$ and $\tau=0.6$ the agreement is lost, with $L=1.09$ Å and $\varepsilon=2$ at 1.42 Å.

At 0.1 M the Debye length is 9.71 Å. At zero charge the three terms of (7) are

$$1.001+\frac{3.10}{80}+\frac{9.71}{80}=1.001+0.039+0.121=1.161\ \text{Å}.$$

A vacuum layer of 1 Å has a capacitance of 8.854 µF/cm², so $C=8.854/1.161=7.63$ µF/cm², or 0.0763 F/m². The gap's share is $1.001/1.161=0.86$. The response to the threshold is $0.45/1.161=0.388$, while the response to concentration is half the diffuse share, $0.5\times0.121/1.161=0.052$.

The same formulas at zero charge give the following values, with $C$ in µF/cm²:

| $c$ (M) | $C$ | gap share | $\partial\ln C/\partial\ln n_c$ | $\partial\ln C/\partial\ln c$ |
|---:|---:|---:|---:|---:|
| 0.0001 | 1.815 | 0.205 | 0.092 | 0.393 |
| 0.001 | 3.93 | 0.444 | 0.200 | 0.269 |
| 0.01 | 6.22 | 0.703 | 0.316 | 0.135 |
| 0.1 | 7.63 | 0.862 | 0.388 | 0.052 |
| 1 | 8.21 | 0.928 | 0.417 | 0.018 |

The first two rows are the exception. At 0.1 mM the Debye length is 307 Å, equivalent to 3.84 Å of vacuum, and the diffuse layer supplies 79% of $1/C$. A tenfold increase to 1 mM raises $C$ by a factor of 2.16. Between 0.1 M and 1 M, another tenfold increase raises it by only 8%.

The threshold acts in the opposite order. A factor of two in $n_c$ shifts the cavity edge by $0.45\ln2=0.312$ Å. At 0.1 M, halving $n_c$ gives $C=8.854/(1.161+0.312)=6.01$ µF/cm², and doubling it gives $8.854/(1.161-0.312)=10.43$ µF/cm². At 0.1 mM the corresponding values are 1.71 and 1.94 µF/cm², a much narrower range.

## Where the exception ends

At zero charge, condition (1) places the boundary of gap dominance at

$$\lambda=80\times1.001-3.10=77.0\ \text{Å}.$$

Because $\lambda\propto c^{-1/2}$ and $\lambda=3.07$ Å at 1 M, the concentration is $(3.07/77.0)^2$ M, or 1.59 mM. The two sensitivities are equal at $\lambda=2\times80\times0.45=72.0$ Å, which corresponds to 1.82 mM. The boundaries are close because $2\ell=0.90$ Å happens to be near $L-z_i/\varepsilon_b=0.96$ Å. Other choices of $\ell$ and $z_c$ could separate them.

In more dilute solution, charge restores the dominance of the gap. Solving (1) as an equality for the charge gives

$$\sigma_*=\sigma_0\sqrt{\left(\frac{\lambda}{\varepsilon_bL-z_i}\right)^2-1}.$$

At 0.1 mM, $\sigma_0=0.1185$ µC/cm². The square root is $\sqrt{(307.1/76.98)^2-1}=3.86$, so $\sigma_*=0.458$ µC/cm². Equations (4) and (6) put this charge at a potential of 0.16 V from zero charge. About 0.05 V of this falls across the ion-free region and 0.11 V across the diffuse layer.

The sensitivities cross earlier. Setting the left side of (2) equal to one gives $1+s^2=(307.1/72.0)^{2/3}=2.63$. Hence $s=1.28$ and $\sigma=0.15$ µC/cm². Between 0.15 and 0.46 µC/cm² the cavity parameter has the stronger relative influence at fixed charge although the gap still supplies less than half of $1/C$. This is possible because charging weakens the concentration dependence of $C_D$ before it has made the diffuse layer's contribution small.

At 5 µC/cm² the exception has disappeared throughout the range considered:

| $c$ (M) | $C$ (µF/cm²) | gap share | $\partial\ln C/\partial\ln c$ |
|---:|---:|---:|---:|
| 0.0001 | 7.83 | 0.885 | 0.00002 |
| 0.01 | 7.85 | 0.887 | 0.0021 |
| 0.1 | 7.96 | 0.900 | 0.012 |
| 1 | 8.24 | 0.931 | 0.014 |

The response to $\ln n_c$ is between 0.398 and 0.419 in all these rows. A ten-thousandfold change of concentration alters $C$ by about 5%, whereas at 0.1 M halving or doubling $n_c$ gives 6.22 or 11.06 µF/cm².

At zero charge the last column fell with concentration. Here it first rises, passes through a maximum of about 0.016 near 0.4 M, between the last two rows, and then falls. In (9), the factor $1/(1+s^2)$ grows in proportion to $c$ while $s\gg1$. Once $s\ll1$, the diffuse share $C/C_D$ falls as $c^{-1/2}$ in the gap-dominated regime. The response at fixed nonzero charge is therefore small at both ends.

## Fixed potential instead of fixed charge

A comparison at fixed electrode potential contains another effect, because changing $c$ or $n_c$ also changes $\sigma$. Let $f=C/C_D$. At fixed $c$ and $n_c$, only $C_D$ varies with charge, so

$$\frac{\partial\ln C}{\partial\sigma}=f\,\frac{\partial\ln C_D}{\partial\sigma}=\frac{f\,s}{\sigma_0(1+s^2)}.$$

At fixed $\sigma$, equation (6) and $d\ln\sigma_0=\tfrac12d\ln c$ give $\partial V/\partial\ln c=-(kT/e)\,s/\sqrt{1+s^2}$. Holding $V$ constant therefore requires

$$\left.\frac{\partial\sigma}{\partial\ln c}\right|_V=C\,\frac{kT}{e}\,\frac{s}{\sqrt{1+s^2}}.$$

Multiply these two expressions and use $kT/(e\sigma_0)=\sqrt{1+s^2}/(2C_D)$. The extra term is $\tfrac12f^2s^2/(1+s^2)$, and with (9) the total is

$$\left.\frac{\partial\ln C}{\partial\ln c}\right|_V=\frac{f}{2(1+s^2)}\,(1+fs^2).$$

For $s\gg1$ and $fs^2\gg1$ this approaches $f^2/2$. The explicit factor $1/s^2$ of (9) is gone, so the response does not vanish when $s$ grows by dilution at a given charge, where $C_D$ and $f$ stay constant. It is second order in the diffuse share, however. When $s$ grows by charging at fixed concentration, $C_D\propto s$ makes $f$ fall as $1/s$ in the gap-dominated regime, so $f^2/2$ falls as $1/s^2$, against $1/s^3$ for (9).

For the threshold, $\partial V/\partial\ln n_c=-\sigma\ell/\varepsilon_0$ at fixed charge, so $\sigma$ must change by $C\sigma\ell/\varepsilon_0$ per unit of $\ln n_c$. The same multiplication gives

$$\left.\frac{\partial\ln C}{\partial\ln n_c}\right|_V=\frac{\ell C}{\varepsilon_0}\left(1+\frac{fs^2}{1+s^2}\right).$$

As with concentration, the extra term strengthens the response.

At 0.5 V from zero charge, solving (4) and (6) numerically for $\sigma$ gives $C=7.61$, 7.88 and 8.23 µF/cm² at 0.01, 0.1 and 1 M. A hundredfold change of concentration thus raises $C$ by 8%. At 0.1 M, going from $n_c/2$ to $2n_c$ raises it from 6.12 to 11.10 µF/cm², an increase of 81% for a fourfold change of the threshold.

## What the explanation requires

The ion-free gap is an assumption with consequences. Suppose instead that the ions share the solvent's smooth switch, so that their density is the Boltzmann density multiplied by $S(z)$. Equation (7) then no longer applies, and the Poisson-Boltzmann equation must be solved numerically. A finite-volume discretization with Newton iteration, followed by the linear response of the potential to added charge, gives $C=7.75$ µF/cm² at 0.1 M and zero charge. This is within 2% of the value with excluded ions. The responses, found by changing $n_c$ and $c$ slightly, are 0.394 and 0.053, also nearly unchanged.

At 5 µC/cm² the same calculation gives 18.3 µF/cm² instead of 7.96, and 12.7% of the ionic charge lies at $z<z_c$. The vacuum field at this charge is $\sigma/\varepsilon_0=0.565$ V/Å, or about 22 units of $kT/e$ per ångström. The Boltzmann factor can then outweigh a very small $S$ and draw counter-ions into the gap. Most of this charge, 10.8% of the total, lies at $z<1$ Å, and the counter-ion density peaks within 0.1 Å of the metal plane, so the value depends on the extreme tail of $S$. The onset is abrupt: $C$ is 8.0, 9.3 and 18.3 µF/cm² at 3, 4 and 5 µC/cm². A capacitance computed with such a switch reflects the filling of the gap by ions, and the series formula should not be used to interpret it.

The fixed metal edge is a second condition. If charging changes the gap length, its potential drop is $\sigma L(\sigma)/\varepsilon_0$, and its contribution to $1/C$ becomes $(L+\sigma\,dL/d\sigma)/\varepsilon_0$. The added term vanishes at zero charge if $L$ varies smoothly, but it can matter elsewhere.

Point ions set a third limit. Equation (6) gives the counter-ion concentration at the ion plane as $c\,(|s|+\sqrt{1+s^2})^2$. At 0.1 M and 5 µC/cm², $s=1.33$ and the result is 0.90 M. For $s\gg1$ the corresponding number density approaches $\sigma^2/(2\varepsilon_0\varepsilon_bkT)$, which grows without bound as the electrode is charged. Finite ion size must eventually intervene, and the diffuse capacitance used here then ceases to be valid. Correlations between ions are also absent.

The linear dielectric is a fourth limit, and it fails first at the inner solvent edge that fixes $L$. Where $\varepsilon\approx2$ the field at 5 µC/cm² is about $\sigma/(2\varepsilon_0)=0.28$ V/Å, far into the range in which water saturates. As an estimate, let the solvent in the ion-free region follow Booth's saturation law (field parameter $1.41\times10^{-8}$ m/V, high-field permittivity 1.78), weighted by $S$, with the diffuse layer kept linear. At 0.1 M the capacitance then falls from 7.63 to 7.54 µF/cm² at 0.1 µC/cm², from 7.63 to 6.96 at 0.5 µC/cm², and from 7.96 to 5.7 at 5 µC/cm². Saturation widens the effective gap and so strengthens its dominance, but the values given above for a charged electrode belong to the linear model only.

Within these limits, the weak concentration dependence of a computed capacitance does not show that the capacitance is well determined. It can mean that the diffuse layer has become a small part of the series, leaving the result to the low-permittivity gap, whose length depends on both the position and the width of the solvent switch.
